\section*{The Newman-Ziff method: spanning probability at every occupation from the same runs}

\section{One set of runs, a whole curve}

A square array of $32\times32$ sites was filled 4000 times, one site after another in random order, and each filling stopped as soon as an occupied path joined the top row to the bottom row. No occupation probability $p$ was ever chosen. Yet these runs give the probability of such a path as $0.013$ at $p=0.50$, $0.588$ at $p=0.60$ and $0.998$ at $p=0.70$, and equally at any value between. Where the curve passes one half, the variance of the estimate is only $0.635$ of what 4000 separate yes/no trials at that very $p$ would give. How can runs that know nothing of $p$ do better than runs made for it?

The setting is site percolation. Each of $N$ sites is occupied independently with probability $p$. The array spans if a path of occupied nearest neighbours leads from the first row (source) to the last row (drain). The side edges are free. The spanning probability is called $R(p)$.

\section{Four sites by hand}

Take a $2\times2$ array with $a,b$ in the top row and $c,d$ below them, $c$ under $a$ and $d$ under $b$. It spans if the column $\{a,c\}$ or the column $\{b,d\}$ is full. Each column is full with probability $p^2$, independently of the other, so
\begin{equation}
R(p)=1-(1-p^2)^2=2p^2-p^4 .
\label{eq:two}
\end{equation}

Now obtain the same result by adding sites. Let $n^*$ be the number of sites present when the array first spans. In the order $a,c,\dots$ the second site completes a column, so $n^*=2$. In the order $a,d,c,b$ the first two sites are diagonal neighbours, which do not connect, and the third completes a column: $n^*=3$. Three sites always contain a full column, so no other value occurs.

Of the $4!=24$ orders, those with $n^*=2$ begin with the two sites of one column. There are 2 columns, $2!$ orders within the column and $2!$ orders for the rest, hence 8 orders. With $Q_n$ the probability that $n^*\le n$,
\begin{equation}
Q_0=Q_1=0,\qquad Q_2=\tfrac{8}{24}=\tfrac13,\qquad Q_3=Q_4=1 .
\end{equation}
At given $p$ the number of occupied sites is itself random, with binomial probabilities. Weighting each $Q_n$ accordingly gives
\begin{align}
R(p)&=6p^2(1-p)^2\cdot\tfrac13+4p^3(1-p)+p^4\nonumber\\
&=(2p^2-4p^3+2p^4)+(4p^3-4p^4)+p^4\nonumber\\
&=2p^2-p^4 ,
\end{align}
in agreement with (\ref{eq:two}). The filling process supplied three different numbers, $0$, $\frac13$ and $1$; all dependence on $p$ came from known weights.

The weighting matters. At $p=\frac12$ the mean number of occupied sites is 2, and $Q_2=0.333$, but $R(\frac12)=\frac12-\frac1{16}=0.4375$. A fixed number of sites and a fixed probability per site are different ensembles on a finite array.

\section{The general statement}

Let
\begin{equation}
B_{N,n}(p)=\binom{N}{n}p^n(1-p)^{N-n}
\end{equation}
be the probability that exactly $n$ sites are occupied. Every particular set of $n$ sites has the same probability $p^n(1-p)^{N-n}$. Given $n$, all $\binom Nn$ sets are therefore equally likely. If $S_n$ of them span,
\begin{equation}
R(p)=\sum_{n=0}^{N}B_{N,n}(p)\,Q_n,\qquad Q_n=S_n\Big/\binom Nn .
\label{eq:conv}
\end{equation}

It remains to show that this $Q_n$ is the one found by adding sites. A given set of $n$ sites occupies the first $n$ places in $n!\,(N-n)!$ of the $N!$ orders, whatever the set. The first $n$ sites of a random order are thus a uniformly chosen $n$-set. Adding a site never destroys a path, so the first $n$ sites span precisely when $n^*\le n$. The number of orders with $n^*\le n$ is $S_n\,n!\,(N-n)!$, and division by $N!$ gives
\begin{equation}
P(n^*\le n)=\frac{S_n\,n!\,(N-n)!}{N!}=Q_n .
\end{equation}
The same monotonicity allows a run to stop at $n^*$: all later steps are known to span.

A second case shows the counting with bent paths. Take four rows and two columns. With $n=4$ only the 2 straight columns span. With $n=5$, a straight column plus any of the 4 other sites gives $2\cdot4=8$ sets; a path that changes column in the second or third row gives $2\cdot2=4$ more, so $S_5=12$. With $n=6$, count the two empty sites instead. They block the array if they share a row (4 ways) or lie in adjacent rows and opposite columns ($3\cdot2=6$ ways), so $S_6=28-10=18$. Any 7 sites span, so $S_7=8$, and $S_8=1$. Running through all $8!=40320$ orders reproduced $S_n\,n!\,(N-n)!$ for each $n$.

\section{Finding the moment of spanning}

Searching the whole array after each added site would waste the advantage. Union-find keeps the clusters up to date instead. Each occupied site stores a pointer to a parent in the same cluster; one site per cluster, the root, points to itself. Following pointers from any site leads to its root, and two sites are connected if their roots coincide.

Two extra nodes represent the electrodes. The source node is a neighbour of every first-row site, the drain node of every last-row site, and both are present from the start. The array spans when the two nodes share a root. Could the source node create a false path by joining first-row sites that are otherwise separate? Take any connected walk from source to drain node. Cut it at its last visit to the source node before it first reaches the drain node. What lies between consists of real occupied sites and runs from the first row to the last. Conversely, a real path joins the two nodes. The criterion is therefore correct.

One run is:
\begin{enumerate}
\item Draw a random order of the $N$ sites and mark all sites empty.
\item Occupy the next site as a cluster of size one.
\item For each neighbour that is present, find its root. If it differs from the root of the new site, attach the root of the smaller cluster to that of the larger and add the sizes.
\item While following pointers, redirect each visited node to its grandparent (path halving).
\item If source and drain have the same root, record the number of sites added as $n^*$ and stop; otherwise return to step 2.
\end{enumerate}

In the order $a,d,c,b$ above, $a$ joins the source, $d$ joins the drain, and $c$ touches $a$, $d$ and the drain node. Its arrival merges everything, so $n^*=3$.

Attaching the smaller tree limits the work. First ignore path halving. A node moves one step further from its root only when its tree is attached to one at least as large, so the size of its tree then at least doubles. After $k$ such events the tree has at least $2^k$ nodes; there are only $N+2$ nodes, hence $k\le\log_2(N+2)$. Path halving redirects pointers to existing ancestors and leaves roots and sizes unchanged, so it cannot lengthen a route. As each site has at most four lattice neighbours, a run costs at most of order $N\log N$ operations.

The measured work is far below this bound. The number of pointer steps per added site was $0.89$, $0.85$ and $0.85$ for side lengths $L=16$, $32$ and $64$. Over this range the cost of a run is nearly proportional to the number of sites added.

\section{From a histogram to the curve}

After $M$ independent runs, let $\hat Q_n$ be the fraction with $n^*\le n$. Its mean is $Q_n$. Since (\ref{eq:conv}) is linear, the estimate
\begin{equation}
\hat R(p)=\sum_{n=0}^{N}B_{N,n}(p)\,\hat Q_n
\label{eq:estimate}
\end{equation}
has mean $R(p)$: it is unbiased at every $p$. Only the histogram of $n^*$ has to be kept, and each new value of $p$ costs one sum.

The weights need care. For $N=1024$ and $p=0.6$, the first one is $(1-p)^N=10^{-407.5}$, which double precision rounds to zero; a recursion started there returns nothing but zeros. The ratio of neighbouring weights is
\begin{equation}
\frac{B_{N,n}}{B_{N,n-1}}
=\frac{(n-1)!\,(N-n+1)!}{n!\,(N-n)!}\,\frac{p}{1-p}
=\frac{N-n+1}{n}\,\frac{p}{1-p}.
\end{equation}
It is at least one if $(N-n+1)p\ge n(1-p)$, that is, if $n\le(N+1)p$. The largest weight therefore sits at the integer part of $(N+1)p$, for $0<p<1$. Set it provisionally to 1, apply the ratio upwards and its inverse downwards, and divide all weights by their sum. Moving away from the maximum, no factor exceeds one, so nothing overflows, and the terms that underflow are negligible. At the ends, $R(0)=0$ and $R(1)=1$.

\section{Why the runs beat yes/no trials}

Exchange the two averages in (\ref{eq:estimate}). A run with threshold $n^*$ contributes to $\hat Q_n$ for all $n\ge n^*$, so
\begin{equation}
\hat R(p)=\frac1M\sum_{r=1}^{M}X_r,\qquad
X_r=\sum_{n=n_r^*}^{N}B_{N,n}(p).
\label{eq:x}
\end{equation}
A run thus answers not yes or no but with a number between 0 and 1: the probability that a binomial number of sites, added in its order, would span. A yes/no trial with the same order would draw that number at random. Here it has been averaged out.

Since $0\le X\le1$, we have $X^2\le X$, and the mean of $X$ is $R$. Hence
\begin{equation}
\mathrm{Var}\,X=\langle X^2\rangle-R^2\le R-R^2=R(1-R),
\end{equation}
and the right side is the variance of a yes/no trial. For $L=32$ the ratio at $R=\frac12$ is $0.635$, so yes/no trials would need $1/0.635\approx1.6$ times as many configurations for the same error, at this one $p$. This gain fades slowly with size, because the binomial spread in $p$ shrinks as $1/L$, faster than the width of the transition: the ratio is about $0.55$ for $L=16$ and $0.69$ for $L=64$. The larger gain is that the same runs serve all other $p$ as well.

The price is that errors at different $p$ are correlated: at every $p$ a run with larger $n^*$ contributes a smaller $X_r$, so errors at nearby $p$ tend to share a sign rather than to scatter independently. The standard error is the standard deviation of $X_r$ divided by $\sqrt M$. It is $0.006$ at $p=0.60$ and $0.0013$ at $p=0.50$. The second is smaller in absolute terms but is 10\% of $R=0.0127$. Deep in the tail the estimate rests on the few runs with the smallest $n^*$, and then even the estimated error becomes unreliable.

\section{Slope and moments without fitting}

The slope also follows from the histogram. By the product rule,
\begin{align}
\frac{dB_{N,n}}{dp}
&=\binom Nn\left[np^{n-1}(1-p)^{N-n}-(N-n)p^n(1-p)^{N-n-1}\right]\nonumber\\
&=N\left[B_{N-1,n-1}(p)-B_{N-1,n}(p)\right],
\label{eq:db}
\end{align}
because $n\binom Nn=N\binom{N-1}{n-1}$ and $(N-n)\binom Nn=N\binom{N-1}{n}$. Terms with an index outside $0,\dots,N-1$ vanish. Insert this in (\ref{eq:conv}) and shift the index in the first part:
\begin{equation}
R'(p)=N\sum_{n=0}^{N-1}B_{N-1,n}(p)\,(Q_{n+1}-Q_n).
\label{eq:slope}
\end{equation}
At $p=0.60$ the $L=32$ curve has slope $10.2$. An error of $0.0062$ in $R$ thus displaces the curve by $0.0062/10.2\approx0.0006$ in $p$.

To interpret $R'$, give each site a random number uniform between 0 and 1 and call it occupied when that number is below $p$. As $p$ rises, the array first spans at some value $p^*$. Then $R(p)=P(p^*\le p)$, and $R'$ is the probability density of $p^*$. For a run with $n^*=k$, summing (\ref{eq:db}) from $n=k$ to $N$ cancels all terms but one and leaves the density
\begin{equation}
N B_{N-1,k-1}(p)=\frac{N!}{(k-1)!\,(N-k)!}\,p^{k-1}(1-p)^{N-k}.
\end{equation}
This is a beta density, so $X_r$ is a regularized incomplete beta function. With $\int_0^1p^i(1-p)^j\,dp=i!\,j!/(i+j+1)!$,
\begin{align}
\langle p^*\rangle_k&=\frac{N!}{(k-1)!\,(N-k)!}\,\frac{k!\,(N-k)!}{(N+1)!}=\frac{k}{N+1},\\
\langle p^{*2}\rangle_k&=\frac{N!}{(k-1)!\,(N-k)!}\,\frac{(k+1)!\,(N-k)!}{(N+2)!}=\frac{k(k+1)}{(N+1)(N+2)} .
\end{align}
Averaging over the runs gives the mean and width of the threshold. For the $2\times2$ array $\langle n^*\rangle=2\cdot\frac13+3\cdot\frac23=\frac83$, hence $\langle p^*\rangle=\frac8{15}$. Directly, $\int_0^1(1-R)\,dp=1-\frac23+\frac15=\frac8{15}$.

The standard deviation of $p^*$ is $0.0624$ for $L=16$ and $0.0390$ for $L=32$, while the mean barely moves, from $0.590$ to $0.591$. The transition sharpens with size. If the width varied as $L^{-x}$, these two values would give $x=\ln(0.0624/0.0390)/\ln2=0.68$. The large-size law in two dimensions has $x=\frac34$. For a nearly Gaussian distribution, 4000 direct samples of $p^*$ would fix each width to about 1.1\% and $x$ to about $0.02$. The moments used here average over $p^*$ at given $n^*$ and do slightly better, so sampling noise is an unlikely cause of the whole difference. Corrections due to the small size are a plausible cause, but two sizes cannot establish it.

\section{A channel with a random band edge}

In a disordered thin film the local band edge varies from place to place. Divide the film into patches with independent energies $E_i$ drawn from a continuous distribution function $F$. Let $E^*$ be the lowest energy at which a continuous path of patches with $E_i\le E^*$ joins source to drain. At a chosen $E$, each patch is accessible independently with probability $F(E)$, so
\begin{equation}
P(E^*\le E)=R\big(F(E)\big).
\label{eq:energy}
\end{equation}
Adding sites at random is the same as raising the energy and admitting patches in order.

Take a Gaussian with mean $\mu=0.10$ eV and standard deviation $\sigma=0.03$ eV, and $32\times32$ patches of 10 nm, a channel 320 nm square and one patch thick. The curve reaches $\frac12$ at $p=0.5915$. The standard Gaussian reaches this probability at $0.231$, so the median is $E^*=0.10+0.231\times0.03=0.1069$ eV. The 10\% and 90\% points, $p=0.541$ and $0.640$, give $0.1031$ and $0.1107$ eV. In this model, the thresholds $E^*$ of nominally identical channels of this size spread over $7.7$ meV between these points. The position of the median relative to $\mu$ depends on the rule that patches touching only at a corner do not connect: if they do connect, the median falls to about $0.093$ eV, as far below $\mu$ as it was above, while the spread stays nearly the same.

Relation (\ref{eq:energy}) was tested on 3000 fresh landscapes for each of three energies, with clusters found by a separate labelling method. At $0.105$, $0.107$ and $0.110$ eV the spanning fractions were $0.257$, $0.513$ and $0.849$; the curve predicts $0.259$, $0.508$ and $0.849$. The combined standard errors are about $0.01$.

Independence is essential. Suppose that in the $2\times2$ array both sites of a column always share one energy, with ties broken at random. Then $n^*=2$ in every run, and the binomial sum at $p=\frac12$ gives $(6+4+1)/16=\frac{11}{16}$. The true value is the chance that at least one of two columns is open, $1-\frac14=\frac34$. With correlated energies, uniform order and a binomial occupied number are no longer both guaranteed. One can still add sites in order of energy, but must record $E^*$ itself and skip the convolution.

\section{What the threshold says about a real film}

The numbers are rough values in the regime of amorphous In-Ga-Zn oxide, with effective mass $0.34$ electron masses and a sheet density of $10^{12}$ cm$^{-2}$. The patch size is an assumption, and 320 nm is short beside channels of several micrometres. Real films may break the assumptions of independent patches and a single layer. With the energy distribution of each patch held fixed, Gaussian smoothing that gives nearest patches a correlation of $0.58$ lowers the mean $E^*$ from $0.1070$ to $0.1024$ eV, and a second independent layer lowers it to $0.0980$ eV. The latter shift, 9 meV, exceeds the whole 10--90\% spread.

Nor is $E^*$ automatically the barrier seen by the current. Give each patch a conductance $g_0e^{-E_i/k_BT}$, join half-patches in series, and define an effective barrier by $G=g_0e^{-E_{\rm eff}/k_BT}$, where $G$ is the conductance of the square. Over 60 landscapes, $E_{\rm eff}$ lies on average $3.3$ meV below $E^*$ at 300 K and $2.0$ meV below it at 150 K, each with a standard error near $0.4$ meV. These values belong to a network with one node per patch and are not converged for a film of uniform patches. With $4\times4$ nodes per patch, $E_{\rm eff}$ drops by about 3 meV more at both temperatures, and two-dimensional duality for conductances with a symmetric logarithm puts the mean in the fine-mesh limit at $\mu$, about 7 meV below $E^*$. At 300 K, $k_BT=25.9$ meV, and a barrier of height $\sigma$ still passes a thermal fraction $e^{-\sigma/k_BT}=0.31$, so blocked patches are not truly blocked.

An experiment would take the slope of $\ln G$ against $1/k_BT$. Between 300 and 150 K, where $1/k_BT$ doubles, that activation energy is
\begin{equation}
E_A=\frac{2E_{\rm eff}(150)-E_{\rm eff}(300)}{2-1}=2(0.1056)-0.1043=0.1069\ \mathrm{eV},
\end{equation}
if $g_0$ does not depend on temperature, which requires the Fermi level to stay at the zero of energy. It lies $2(1.96)-3.29\approx0.6$ meV below the mean $E^*$ of the same landscapes. The two offsets are strongly correlated, so the standard error of this combination is about 0.3 meV; a difference from zero is not established. This closeness is a property of the network with one node per patch: with $4\times4$ nodes per patch $E_A$ falls by about 3 meV, moving towards $\mu$ and away from $E^*$. Nor is $0.1069$ eV the value for the stated density. A Fermi level at the zero of energy gives only $1.4\times10^{11}$ cm$^{-2}$ at 300 K and $1\times10^{10}$ cm$^{-2}$ at 150 K. If the density is instead held at $10^{12}$ cm$^{-2}$, the Fermi level lies about 42 and 21 meV below $\mu$, and with patch conductances proportional to the local density the slope gives only about 25 meV.

Other neglected scales differ widely. Tunnelling through a patch with a barrier $\sigma$ has the factor $\exp(-2\ell\sqrt{2m\sigma}/\hbar)=3\times10^{-5}$ for $\ell=10$ nm, far below the thermal fraction. The hard-wall confinement energy $\pi^2\hbar^2/(2m\ell^2)$ is 11 meV per direction, more than the spread of $E^*$, so a sharp classical edge for each patch is questionable. The Fermi energy of a uniform sheet, $\pi\hbar^2n_s/m$ with $n_s$ the sheet density, is 7 meV at zero temperature: modest beside $k_BT$ at 300 K, but over half of it at 150 K. At these temperatures the chemical potential lies 30 and 4 meV below the band edge. A drain bias of $0.1$ V drops about 3 mV per patch if shared evenly. Screening, trapping and contact resistance are absent throughout. The full values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
2x2 lattice Q_0..Q_4: 0.0000 0.0000 0.3333 1.0000 1.0000
2x2 lattice R(0.5): 0.4375
4x2 lattice spanning subsets, n=0..8: 0 0 0 0 2 12 18 8 1
4x2 lattice orders checked: 40320
L=16: runs 4000, pointer hops per added site 0.893
L=32: runs 4000, pointer hops per added site 0.853
L=64: runs 80, pointer hops per added site 0.849
log10 of (1-p)^N at p=0.6, N=1024: -407.5
L=32 p=0.50: R=0.0127, standard error 0.0013, slope 0.726
L=32 p=0.55: R=0.1458, standard error 0.0043, slope 5.733
L=32 p=0.60: R=0.5877, standard error 0.0062, slope 10.225
L=32 p=0.65: R=0.9400, standard error 0.0028, slope 3.159
L=32 p=0.70: R=0.9976, standard error 0.0005, slope 0.201
L=16: mean threshold p 0.5899, standard deviation 0.0624
L=32: mean threshold p 0.5908, standard deviation 0.0390
Width exponent between L=16 and 32: 0.678
Mean patch energy 0.100 eV, deviation 0.030 eV
Patch 10.0 nm, channel side 320 nm
Spanning chance 0.1: p=0.5409, E=0.10308 eV
Spanning chance 0.5: p=0.5915, E=0.10694 eV
Standard error of median p: 0.00061
Variance relative to yes/no trials at median: 0.635
Spanning chance 0.9: p=0.6398, E=0.11074 eV
Energy spread, 10 to 90 percent: 7.66 meV
Cut 0.105 eV: predicted 0.2586, direct 0.2567, combined error 0.0106
Cut 0.107 eV: predicted 0.5075, direct 0.5133, combined error 0.0121
Cut 0.110 eV: predicted 0.8493, direct 0.8487, combined error 0.0086
Nearest-patch correlation in test: 0.582
Mean E_star, independent: 0.10701 eV, standard error 0.00015 eV
Mean E_star, correlated: 0.10238 eV, standard error 0.00027 eV
Mean E_star, two layers: 0.09804 eV, standard error 0.00011 eV
Mean E_star from convolved curve: 0.10692 eV
300 K: kT 25.85 meV, network barrier 0.10427 eV
300 K: barrier minus E_star -3.29 meV, sample deviation 2.88 meV
300 K: thermal factor for one-sigma barrier 0.3133
150 K: kT 12.93 meV, network barrier 0.10560 eV
150 K: barrier minus E_star -1.96 meV, sample deviation 2.76 meV
150 K: thermal factor for one-sigma barrier 0.0982
Effective mass 0.34 m_e, sheet density 1.0e+12 cm^-2
Tunnelling factor, one-sigma barrier: 3.20e-05
Confinement energy per direction: 11.06 meV
Two-dimensional Fermi energy: 7.04 meV
Drain bias 0.10 V, drop per patch 3.12 mV
\end{verbatim}
